\section*{Choosing the mixing fraction for a biased grain-boundary barrier}

\section{Definitions and the setting}

Two identical n-type grains meet at a plane. Each holds $N$ ionised donors per volume and has permittivity $\varepsilon$. The plane holds $N_t$ traps per area, neutral when empty and charged $-e$ when filled; a fraction $f$ is filled. A bias $V\ge0$ is applied, and $J\ge0$ is the size of the current density. Electrons leaving the negative grain climb a barrier $\phi$; on the other side the band edge drops by $\phi+V$. Both are in volts. For these and for $E_t$ and $\zeta$ below, the corresponding energy in eV has the same number and is often quoted instead. The trap level lies $E_t$ below the local band edge, also divided by $e$, with any degeneracy factor absorbed in it. Further,
\begin{equation}
\theta=\frac{kT}{e},\qquad \zeta=\theta\ln\frac{N_c}{N},\qquad N_c=2\left(\frac{2\pi mkT}{h^2}\right)^{3/2},
\end{equation}
where $m$ is the effective mass and $\zeta$ the distance from the Fermi level to the band edge in the bulk of a grain. Electrons are taken as non-degenerate, the boundary as laterally uniform, and holes are left out.

The barrier fixes the trap occupation, the occupation fixes the charge, and the charge fixes the barrier. Such a cycle is solved by iteration, and electronic-structure programs offer a setting for it: the mixing fraction $\beta$, the share of the newly computed quantity that enters the next cycle. In the Pike--Seager problem there is one unknown, so the best $\beta$ can be derived.

\section{The two halves of the cycle}

\subsection{From barrier to depletion charge}

Let $\psi(x)$ be the rise of the band edge above its bulk value in one grain, divided by $e$. Free electrons in equilibrium with that grain have density $Ne^{-\psi/\theta}$. The electric potential is $-\psi$ up to a constant, so Poisson's equation reads
\begin{equation}
\psi''=\frac{eN}{\varepsilon}\left(1-e^{-\psi/\theta}\right).
\end{equation}
Multiply by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$:
\begin{equation}
\tfrac12\psi'^2=\frac{eN}{\varepsilon}\left[\psi+\theta\left(e^{-\psi/\theta}-1\right)\right].
\end{equation}
By Gauss's law the positive charge per area of this side is $\varepsilon|\psi'|$ at the boundary. For a total rise $\phi$,
\begin{equation}
Q(\phi)=\sqrt{2\varepsilon eN\left[\phi-\theta+\theta e^{-\phi/\theta}\right]}.
\label{Q}
\end{equation}
For $\phi\gg\theta$ the bracket is $\phi-\theta$. The shift $\theta$ comes from the free-electron tail at the edge of the depleted layer. Once the boundary charge is fixed, dropping it would lower $\phi$ by $\theta$ and raise the computed current by a factor $e^1\approx2.7$. On the positive side, \eqref{Q} neglects the charge of electrons in transit.

Differentiating $Q^2$ gives the capacitance per area of one side,
\begin{equation}
C(\phi)=\frac{dQ}{d\phi}=\frac{\varepsilon eN(1-e^{-\phi/\theta})}{Q(\phi)} .
\end{equation}
Write $C_L=C(\phi)$ and $C_R=C(\phi+V)$.

\subsection{From barrier to occupation}

The one-sided Maxwellian average of the velocity normal to the plane is
\begin{equation}
v_R=\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv=\sqrt{\frac{kT}{2\pi m}} .
\end{equation}
The electron fluxes reaching the plane are therefore $v_RNe^{-\phi/\theta}$ from the negative grain and $v_RNe^{-(\phi+V)/\theta}$ from the positive one. If few electrons are captured on the way, the difference gives
\begin{equation}
J=eNv_Re^{-\phi/\theta}\left(1-e^{-V/\theta}\right).
\label{J}
\end{equation}
Since $N=N_ce^{-\zeta/\theta}$ and $eN_cv_R=(4\pi emk^2/h^3)T^2$, this is the Richardson law for a barrier $\phi+\zeta$ measured from the Fermi level.

Traps of cross-section $\sigma$ capture from both fluxes and emit at a rate $e_n$, assumed independent of bias:
\begin{equation}
\frac{df}{dt}=\sigma v_RNe^{-\phi/\theta}(1+e^{-V/\theta})(1-f)-e_nf .
\label{rate}
\end{equation}
At $V=0$ the steady state must be the Fermi distribution, $f/(1-f)=e^{(E_t-\phi-\zeta)/\theta}$. Inserting this gives
\begin{equation}
e_n=2\sigma v_RNe^{-\phi/\theta}e^{(\phi+\zeta-E_t)/\theta}=2\sigma v_RN_ce^{-E_t/\theta},
\end{equation}
in which $\phi$ has cancelled. With this $e_n$, the steady state under bias is
\begin{equation}
\frac{f}{1-f}=\frac{1+e^{-V/\theta}}{2}\,e^{(E_t-\phi-\zeta)/\theta}.
\label{f}
\end{equation}
The quasi-Fermi level of the boundary thus lies below that of the negative grain by at most $kT\ln2$: at large bias one of the two supplies of electrons is lost, while emission goes on.

\subsection{The balance has one root}

Self-consistency requires that the mismatch
\begin{equation}
F(\phi)=Q(\phi)+Q(\phi+V)-eN_tf(\phi,V)
\end{equation}
vanish. From \eqref{f}, $\partial f/\partial\phi=-f(1-f)/\theta$. Define the trap capacitance
\begin{equation}
C_t=\frac{eN_tf(1-f)}{\theta},\qquad\text{so that}\qquad F'=C_L+C_R+C_t>0 .
\end{equation}
A positive root is therefore unique. It exists when $F(0)<0$, that is, when $Q(V)<eN_tf(0,V)$, because $F$ is positive at large $\phi$. If the condition fails, the traps cannot hold enough charge to support a barrier, and no choice of $\beta$ will produce one.

\section{What the mixing fraction does}

One plain cycle takes $\phi_n$, computes $f$ from \eqref{f}, and finds the barrier $\hat\phi$ whose depletion charge equals $eN_tf$. Such a barrier exists only if $eN_tf\ge Q(V)$, which can fail when $\phi_n$ lies far above the root. For small changes, $(C_L+C_R)\,d\hat\phi=eN_t\,df=-C_t\,d\phi_n$, hence
\begin{equation}
\frac{d\hat\phi}{d\phi_n}=-g,\qquad g=\frac{C_t}{C_L+C_R}.
\end{equation}
With mixing, $\phi_{n+1}=(1-\beta)\phi_n+\beta\hat\phi$, and a small error $\delta_n$ obeys
\begin{equation}
\delta_{n+1}=\left[1-\beta(1+g)\right]\delta_n .
\label{mix}
\end{equation}
Near the root the error shrinks if
\begin{equation}
0<\beta<\frac{2}{1+g},\qquad\text{and fastest for}\qquad \beta=\frac1{1+g}.
\label{beta}
\end{equation}
The unmixed cycle, $\beta=1$, converges only for $g<1$. For any $g>0$ it overshoots the root, and for $g>1$ the overshoot exceeds the original error: a barrier slightly too high empties many traps, and the reduced charge then supports a barrier much too low.

The best $\beta$ is Newton's method to leading order. Since $Q(\hat\phi)+Q(\hat\phi+V)=eN_tf(\phi_n,V)$, the mismatch is $F(\phi_n)\approx-(C_L+C_R)(\hat\phi-\phi_n)$, and
\begin{equation}
\beta(\hat\phi-\phi_n)\approx-\frac{F}{(1+g)(C_L+C_R)}=-\frac{F}{C_L+C_R+C_t}.
\end{equation}
The last form needs no inner solution for $\hat\phi$. Because $F$ is monotonic, its sign tells on which side the root lies; a Newton step that leaves the known bracket is replaced by bisection.

The divergence for $g>1$ belongs to the algorithm and not to the boundary. Linearise \eqref{rate} in $f$, with the barrier following the charge, $d\phi=eN_t\,df/(C_L+C_R)$. Let $a$ be the capture rate per empty trap, proportional to $e^{-\phi/\theta}$. The decay rate of a small disturbance is
\begin{equation}
\frac1\tau=a+e_n+\frac{a(1-f)}{\theta}\frac{eN_t}{C_L+C_R}=\frac{e_n(1+g)}{1-f},
\label{tau}
\end{equation}
where the steady condition $a(1-f)=e_nf$ was used twice. Compared with a barrier held fixed, for which the rate is $a+e_n=e_n/(1-f)$, the feedback speeds up the physical return by the factor $1+g$.

\section{Pinning and collapse}

Solving \eqref{f} for the barrier gives
\begin{equation}
\phi=E_t-\zeta-\theta\ln\frac{f}{1-f}-\theta\ln\frac{2}{1+e^{-V/\theta}} .
\label{pin}
\end{equation}
While traps remain partly empty, added charge changes $\phi$ only through a logarithm. This is the pinning, and it is soft. To find the slope, differentiate the balance:
\begin{equation}
C_L\,d\phi+C_R(d\phi+dV)=-C_t\left(d\phi+\frac{dV}{1+e^{V/\theta}}\right),
\end{equation}
\begin{equation}
\frac{d\phi}{dV}=-\frac{C_R+C_t/(1+e^{V/\theta})}{C_L+C_R+C_t}.
\label{slope}
\end{equation}
At $V=0$, $C_L=C_R$ and the slope is $-1/2$ for any $C_t$; pinning sets in only after a few $\theta$. The size never exceeds $1/2$ in this model. To see this, put $u=\phi/\theta$. The derivative of $C^2$ has the sign of $2ue^{-u}+e^{-2u}-1$, which is zero at $u=0$ and has derivative $2e^{-u}(1-u-e^{-u})\le0$. So $C$ falls with $\phi$, $C_R\le C_L$, and the numerator is at most half the denominator. The collapse is therefore a continuous decline of the barrier; what rises rapidly is the current. From \eqref{J},
\begin{equation}
\alpha=\frac{d\ln J}{d\ln V}=-\frac V\theta\frac{d\phi}{dV}+\frac{V/\theta}{e^{V/\theta}-1}.
\label{alpha}
\end{equation}

For $\phi\gg\theta$, divide the balance by $\sqrt{2\varepsilon eN}$:
\begin{equation}
\sqrt{\phi-\theta}+\sqrt{\phi+V-\theta}=f\sqrt{V_c},\qquad V_c=\frac{eN_t^2}{2\varepsilon N}.
\label{root}
\end{equation}
With filled traps, $f=1$, move the first root to the right and square. The term $\phi-\theta$ cancels, leaving $V=V_c-2\sqrt{V_c(\phi-\theta)}$, so for $V<V_c$
\begin{equation}
\phi=\theta+\frac{(V_c-V)^2}{4V_c},\qquad \frac{d\phi}{dV}=-\frac12\left(1-\frac V{V_c}\right).
\label{collapse}
\end{equation}
For $V\gg\theta$ this gives $\alpha\approx(V/2\theta)(1-V/V_c)$, with its maximum $V_c/8\theta$ at $V_c/2$, provided the traps are already full there. The law fails near $V_c$, where $\phi$ is no longer large against $\theta$.

\section{Worked example}

The parameters are rough values in the regime of donor-doped zinc oxide ceramic: $N=10^{17}$ cm$^{-3}$, $N_t=2\times10^{12}$ cm$^{-2}$, $E_t=0.70$ eV, relative permittivity 8.5, $m=0.25\,m_e$ and $T=300$ K. Then $\theta=25.85$ mV, $\zeta=0.089$ eV, $v_R=5.38\times10^6$ cm/s, and in SI units
\begin{equation}
V_c=\frac{(1.602\times10^{-19})(2\times10^{16})^2}{2(7.526\times10^{-11})(10^{23})}=4.26\ \text{V}.
\end{equation}
At zero bias $\phi=0.586$ eV and $f=0.725$. Under bias:

\begin{center}
\begin{tabular}{cccccc}
$V$ (V) & $e\phi$ (eV) & $f$ & $g$ & $\alpha$ & $J$ (A/cm$^2$)\\
0.1 & 0.566 & 0.744 & 11.6 & 0.30 & $2.6\times10^{-5}$\\
0.5 & 0.550 & 0.841 & 9.0 & 0.81 & $5.0\times10^{-5}$\\
1.0 & 0.524 & 0.935 & 4.3 & 2.7 & $1.4\times10^{-4}$\\
1.5 & 0.461 & 0.994 & 0.43 & 13 & $1.5\times10^{-3}$\\
2.0 & 0.325 & 1.000 & 0.002 & 20 & 0.30\\
3.0 & 0.119 & 1.000 & $<10^{-6}$ & 17 & 880
\end{tabular}
\end{center}

From 0 to 1 V the barrier falls by 0.062 eV. By \eqref{pin}, $\theta\ln2=0.018$ eV of this is the lost supply and 0.044 eV is trap filling. At 0.1 V the exponent is below one: the return flux is already small and the barrier hardly moves, so the current grows more slowly than the bias. The knee, defined by $g=1$, lies at 1.39 V with $f=0.986$ and $e\phi=0.483$ eV. Solving \eqref{root} for $V$ at this $f$ returns the same bias:
\begin{equation}
V=f^2V_c-2f\sqrt{V_c(\phi-\theta)}=4.14-2.75=1.39\ \text{V}.
\end{equation}

At 2 V, \eqref{collapse} gives $0.0259+(2.258)^2/17.03=0.325$ V, and \eqref{J} gives
\begin{equation}
J=(8.62\times10^4\ \text{A/cm}^2)\,e^{-0.3251/0.02585}=0.30\ \text{A/cm}^2 .
\end{equation}
The largest exponent is 20.6 near 2.14 V; the closed estimate is 20.6 at 2.13 V.

A sudden step to 1 V shows what causes the pinning. If the charge stays at its zero-bias value, $V_c$ in \eqref{collapse} is replaced by $f^2V_c=2.24$ V, and the barrier is only 0.197 eV. With all else equal, refilling the traps lifts it to 0.524 eV and cuts the current by a factor $3\times10^5$. For $\sigma=10^{-15}$ cm$^2$ the last part of this relaxation takes $\tau=0.21$ s. Integrating \eqref{rate} over $40\tau$ from the zero-bias occupation reproduced the steady $f$ to within $10^{-6}$. The time depends on bias, $\tau=0.36$ s at $V=0$, and large downward steps are slower because traps empty no faster than $e_n$, with $1/e_n=17$ s: the barrier comes within 1 mV of its steady value 0.65 s after the step from 0 to 1 V but 5.5 s after the step back. A sweep at 0.1 V/s still misses the steady current at 0.5 V by about 40\%, too high going up and too low going down; at 0.01 V/s the error is about 4\%.

\section{Guidance for the setting}

\textbf{Choose $\beta$ from $g$.} At 0.1 V, \eqref{beta} requires $\beta<2/12.6=0.16$, and the best value is 0.08. At 2 V the best value is 1. As a check on $g$, the barrier was displaced by 1 $\mu$V at 0.5 and 1.5 V; one plain cycle returned $-g$ times the displacement to within 1\%.

\textbf{If one $\beta$ must serve a whole sweep,} with $g$ running from 0 to $g_{\max}$, equalise the two extreme factors in \eqref{mix}: $1-\beta=\beta(1+g_{\max})-1$, so $\beta=2/(2+g_{\max})$. In the example $g$ is largest at zero bias, $g_{\max}=11.9$. This gives $\beta=0.144$ and a worst factor of 0.86 per cycle, about 15 cycles per decimal digit. The choice lies close to the limit $2/(1+g)$: rounding it up to 0.15 raises the factor at zero bias to 0.935, about 34 cycles per digit. These factors hold near the root, so each bias should be started from the solution at a nearby one. The bracketed Newton step, started from $\phi=E_t-\zeta$ at each of 125 biases between 0.1 and 3.2 V, needed at most 9 evaluations to bring $|F|$ below $10^{-12}eN_t$.

\textbf{Do not judge convergence by the step alone.} From \eqref{mix}, the step is $-\beta(1+g)\delta_n$. With $\beta=0.01$ and $g\approx0$, a step of 0.1 mV hides an error of 10 mV, which changes $J$ by a factor $e^{10/25.85}\approx1.5$. Use the mismatch instead: $\delta\approx F/(C_L+C_R+C_t)$ and $|\delta J/J|\approx|\delta|/\theta$. An accuracy of 1\% in $J$ needs $\phi$ to 0.26 mV.

\textbf{Do not raise the temperature to ease convergence.} Here the width of the occupation step is physical. Nor does heating always lower $g$, since it also empties traps. Going from 300 K to 85\,$^\circ$C at 2 V, with the other parameters fixed, multiplies $J$ by 7.3.

With many unknowns, the same argument applies to each eigenvector of the cycle's linear response. If the eigenvalues $-g_i$ are real with $g_i>-1$, the largest $g_i$ limits $\beta$. The values of $g$ found here do not carry over to other systems.

\section{How far the current can be trusted}

A converged cycle solves the model, not the specimen. The following sizes are for 2 V.

\textbf{Transport over the barrier.} A quantum transmission calculation for the parabolic barrier, including tunnelling and reflection, multiplies $J$ by 1.9. Diffusion acts the other way. Let $v_D$ be the velocity at which the negative grain can supply electrons to the barrier top. Equating $v_D(n_0-n)$ to $v_Rn$, with $n_0$ the equilibrium density there, reduces the current by $1/(1+v_R/v_D)$. For a mobility of 100 cm$^2$/Vs this is about 0.7. It is only a rough size, because the mean free path, about 3 nm, is no shorter than the layer in which the barrier falls by $\theta$. The slight degeneracy of the electron gas in the grains shifts $\zeta$ by 0.3 meV, and the captured fraction, $\sigma N_t(1-f)=5\times10^{-4}$ at zero bias, is negligible.

\textbf{Donor ionisation.} The model uses one $N$ for the free electrons of the bulk and for the space charge of the depleted layer. A hydrogenic donor with the mass and permittivity used here lies 47 meV below the band edge and is only partly ionised in the bulk. If $10^{17}$ cm$^{-3}$ is the donor density, the bulk holds $0.77\times10^{17}$ electrons per cm$^3$ and $J$ falls by a factor 0.74. If it is the free-electron density, the depleted layer holds $1.4\times10^{17}$ charges per cm$^3$, the barrier at 2 V is only 0.12 eV, and $J$ rises about $3\times10^3$-fold. The $N$ in $V_c$ must be the density in the depleted layer.

\textbf{Lateral fluctuations.} For given $N$ and $N_t$ this is the largest correction estimated. Suppose filled traps of density $n_t=N_tf$ sit at random within a disc whose radius is the depletion width $w=55$ nm of the negative grain, and act by the bare Coulomb potential. Each multiplies the local current by $e^{-q/r}$, with $q=e/(4\pi\varepsilon\theta)$. Averaging over a Poisson distribution, and dividing out the mean potential already contained in $\phi$, gives
\begin{equation}
\ln\frac{\langle J\rangle}{J}=2\pi n_t\int_0^w\left(e^{-q/r}-1+\frac qr\right)r\,dr .
\end{equation}
The result is a factor of about $4\times10^3$, equivalent to a barrier lower by 0.22 eV. The number depends on the cutoff: it is about 700 for radius $w/2$ and $6\times10^4$ for 148 nm. Treating the neutral parts of the grains as conducting planes removes the cutoff and gives about 800, or 0.17 eV; taking the highest point along the normal instead of the value in the plane lowers this to roughly 350. Correlated trap positions would be expected to reduce it further. It is a rough estimate and not a proven bound. The absolute current is therefore uncertain by orders of magnitude.

\textbf{Grain size and heat.} The two depletion widths are 55 and 148 nm, so grains must be longer than about 0.2 $\mu$m to keep a neutral core. In a 1 $\mu$m grain the ohmic drop is 0.02 mV. If all the heat stayed in one such grain it would warm by about 2000 K/s, so a steady isothermal current presupposes cooling. At 3 V both effects are far larger: the ohmic drop would be 55 mV, more than $\theta$, and the warming about $9\times10^6$ K/s. The last row of the table therefore refers to the voltage across the boundary alone, and its current could not be held at 300 K without very strong cooling.

\textbf{Beside real ceramics.} Zinc oxide varistors have barriers of very roughly 0.7 eV, switch near 3 V per boundary, and reach exponents of several tens. The model's zero-bias barrier is similar, but its knee, at 1.4 V, lies at about half that bias, and its exponent does not exceed about 21. Varistor grains are usually nearer 10 $\mu$m than 1 $\mu$m. Another assumption that can fail at high bias is the absence of holes. At 3.2 V the energy $e(\phi+V)$ reaches the gap, taken as 3.3 eV. This is roughly the least energy with which an electron can create a hole across the gap; momentum conservation and losses to lattice vibrations tend to raise the onset. Here the drop is spread over about 175 nm, more than 50 of the mean free paths estimated above, at a peak field below 0.4 MV/cm, so 3.2 V is only a lower limit. Holes drawn to the boundary cancel part of its charge and lower the barrier further, which would steepen the current; the size of this effect was not computed. Once holes are created in number the model should not be used, however well its cycle converges. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
temperature 300 K, kT 25.85 meV
relative permittivity 8.5, mass 0.25 m_e
donors 1.0e+17 cm^-3, traps 2.0e+12 cm^-2
trap depth 0.70 eV, cross-section 1e-15 cm^2
mobility 100 cm2/Vs, gap 3.3 eV, grain 1 um
heat capacity 2.9 J/(cm3 K)
band density N_c 3.137e+18 cm^-3, zeta 0.0891 eV
emission velocity 5.380e+06 cm/s
Richardson constant 30.04 A/(cm2 K2)
filled-trap collapse voltage V_c 4.258 V
zero bias: barrier 0.5858 eV, occupation 0.7253
initial slope dphi/dV -0.4996
bias V | barrier eV | occupation | multiplier | slope | exponent | J A/cm2
0.10 | 0.5660 | 0.74391 | 1.16e+01 | -0.0567 | 0.30 | 2.621e-05
0.25 | 0.5598 | 0.78323 | 1.09e+01 | -0.0382 | 0.37 | 3.399e-05
0.50 | 0.5499 | 0.84125 | 9.00e+00 | -0.0417 | 0.81 | 4.986e-05
1.00 | 0.5240 | 0.93523 | 4.33e+00 | -0.0686 | 2.65 | 1.359e-04
1.50 | 0.4611 | 0.99394 | 4.30e-01 | -0.2249 | 13.05 | 1.544e-03
2.00 | 0.3251 | 0.99997 | 2.03e-03 | -0.2646 | 20.47 | 2.980e-01
2.50 | 0.2072 | 1.00000 | 1.79e-05 | -0.2065 | 19.97 | 2.844e+01
3.00 | 0.1185 | 1.00000 | 4.47e-07 | -0.1490 | 17.29 | 8.805e+02
most Newton evaluations in scan 9
knee: bias 1.387 V, barrier 0.4831 eV, occupation 0.9859
largest exponent 20.58 at 2.150 V
closed estimate 20.59 at 2.129 V
closed barrier at 2.0 V: 0.3251 eV
step to 1.0 V, frozen barrier 0.1974 eV
steady barrier after step 0.5240 eV
frozen/steady current 3.061e+05
final relaxation time 2.070e-01 s
captured fraction at zero bias 5.5e-04
Sizes of neglected effects at 2.0 V:
depletion widths 55.3 nm and 147.8 nm
peak field 0.313 MV/cm
quantum/classical current factor 1.894
diffusion current factor 0.676
degeneracy shift of zeta 0.291 meV
ohmic drop in one grain 1.860e-02 mV
adiabatic heating 2.055e+03 K/s
current at 358.15 K / at 300 K 7.34
random-charge current factor (upper estimate) 4.22e+03
equivalent barrier reduction 0.216 eV
bias where electron energy reaches gap 3.210 V
\end{verbatim}
